\section*{Why U H U† Does Not Generate the Motion in Time-Dependent Foldy-Wouthuysen Transformations}

\section{A spin that turns without a spin term}

An electron, described by the Dirac equation with $g=2$, has kinetic momentum of magnitude $0.75\,mc$, and a uniform electric field makes this momentum rotate in a plane. The field frequency satisfies $\hbar w=0.01\,mc^2$. The Dirac equation is solved, and the solution is carried at each instant to the Foldy--Wouthuysen representation, where the upper two components describe positive energy. The spin there starts along $x$, in the plane of rotation. After two and a half field periods it has turned by $180.002^\circ$.

Yet the Dirac Hamiltonian, transformed at each instant by the same unitary matrix $U$, is
\begin{equation}
U H U^\dagger=\beta E,\qquad E=1.25\,mc^2 .
\label{eq:puzzle}
\end{equation}
It is constant and contains no spin operator. If it governed the motion, the spin would still point along $x$. What turned it?

\section{The belief and its appeal}

The belief is that a Hamiltonian is transformed like any other operator: states become $\psi'=U\psi$, operators become $UXU^\dagger$, and so the new Hamiltonian is $UHU^\dagger$. Much of this is right. The replacement preserves eigenvalues and mean values. If $U$ is constant, it also gives the correct equation of motion. Moreover, a field may change so slowly that using the static result at each instant seems safe.

But $H$ has two roles. It is an operator with mean values, and it is the generator of motion in time. The first role passes to $UHU^\dagger$. The second does not when $U$ depends on time, because the new state then also changes through $U$ itself.

From here on $\hbar=m=c=1$, except where $m$ is restored to count orders. Let
\begin{equation}
i\dot\psi=H(t)\psi,\qquad \psi'=U(t)\psi,\qquad UU^\dagger=1 .
\end{equation}
The product rule, followed by $\psi=U^\dagger\psi'$, gives
\begin{equation}
i\dot\psi'=i\dot U\psi+UH\psi
=\left(UHU^\dagger+i\dot U U^\dagger\right)\psi' .
\end{equation}
Differentiating $UU^\dagger=1$ yields $\dot UU^\dagger=-U\dot U^\dagger$. Therefore
\begin{equation}
i\dot\psi'=H'\psi',\qquad H'=UHU^\dagger+K,\qquad
K=-iU\frac{dU^\dagger}{dt}.
\label{eq:generator}
\end{equation}
The extra term is Hermitian: $K^\dagger=i\dot UU^\dagger=-iU\dot U^\dagger=K$.

The mean values follow at once:
\begin{align}
\langle\psi'|UHU^\dagger|\psi'\rangle&=\langle\psi|H|\psi\rangle,\\
\langle\psi'|H'|\psi'\rangle&=\langle\psi|H|\psi\rangle
+\langle\psi'|K|\psi'\rangle .
\label{eq:means}
\end{align}
They differ by $\langle K\rangle$. This can vanish in a particular state although $K\neq0$, so equal mean values at one instant do not show that the two operators generate the same motion.

\section{The extra term for a uniform field}

Take a particle of charge $q$ in a prescribed classical field with scalar potential zero and a uniform vector potential $\mathbf A(t)$. The canonical momentum $\mathbf p$ is conserved, and the kinetic momentum is $\boldsymbol\pi=\mathbf p-q\mathbf A(t)$. Its derivative $\dot{\boldsymbol\pi}=-q\dot{\mathbf A}$ is the electric force. For each $\mathbf p$ the Hamiltonian is a $4\times4$ matrix,
\begin{equation}
H=\boldsymbol\alpha\cdot\boldsymbol\pi+\beta,\qquad
E=\sqrt{1+\pi^2}.
\end{equation}
Radiation reaction, the anomalous magnetic moment and the quantized electron field are left out. The uniform field is an idealization. In the opening example it amounts to about $10^{16}$ V/m at $\hbar w=5.1$ keV, and the orbit radius is $0.6\,c/w$, so a travelling vacuum wave of this frequency would be neither uniform over the orbit nor free of magnetic force.

Define $\mathbf n=\boldsymbol\pi/|\boldsymbol\pi|$, $\tan\theta=|\boldsymbol\pi|$ and $\eta=\beta\,\boldsymbol\alpha\cdot\mathbf n$. Because $\beta$ anticommutes with each $\alpha_i$,
\begin{equation}
\eta^2=-1,\qquad \eta^\dagger=-\eta,\qquad \eta\beta=-\beta\eta,\qquad
\beta\eta=\boldsymbol\alpha\cdot\mathbf n .
\end{equation}
Since $\cos\theta=1/E$ and $\sin\theta=|\boldsymbol\pi|/E$, the Hamiltonian is
\begin{equation}
H=E\beta(\cos\theta+\eta\sin\theta)=E\beta e^{\eta\theta}.
\end{equation}
Choose
\begin{equation}
U=e^{\eta\theta/2}=\cos\tfrac{\theta}{2}+\eta\sin\tfrac{\theta}{2}
=\frac{E+1+\beta\boldsymbol\alpha\cdot\boldsymbol\pi}{\sqrt{2E(E+1)}} .
\end{equation}
Moving $\beta$ through the exponential reverses the sign of $\eta$, so
\begin{equation}
UHU^\dagger=E\,e^{\eta\theta/2}\beta e^{\eta\theta}e^{-\eta\theta/2}
=E\beta e^{-\eta\theta/2}e^{\eta\theta}e^{-\eta\theta/2}=\beta E .
\end{equation}
This proves Eq.~(\ref{eq:puzzle}).

For $K$, write $C=\cos(\theta/2)$ and $S=\sin(\theta/2)$. Then $U^\dagger=C-\eta S$ and
\begin{equation}
\dot U^\dagger=-\tfrac12\dot\theta(S+\eta C)-\dot\eta S
=-\tfrac12\dot\theta\,\eta U^\dagger-\dot\eta S ,
\end{equation}
where $\eta(C-\eta S)=\eta C+S$ was used. Multiply by $U$ from the left. In the first term $U$ commutes with $\eta$ and cancels $U^\dagger$, leaving
\begin{equation}
U\dot U^\dagger=-\tfrac12\dot\theta\,\eta-CS\dot\eta-S^2\eta\dot\eta .
\end{equation}
Since $\mathbf n$ is a unit vector, $\mathbf n\cdot\dot{\mathbf n}=0$. With $\alpha_i\alpha_j=\delta_{ij}+i\epsilon_{ijk}\Sigma_k$,
\begin{equation}
\eta\dot\eta=-(\boldsymbol\alpha\cdot\mathbf n)
(\boldsymbol\alpha\cdot\dot{\mathbf n})
=-i\boldsymbol\Sigma\cdot(\mathbf n\times\dot{\mathbf n}) .
\end{equation}
Using $CS=\frac12\sin\theta$ and multiplying by $-i$ gives
\begin{equation}
K=\frac{i}{2}\beta\boldsymbol\alpha\cdot
(\dot\theta\mathbf n+\sin\theta\,\dot{\mathbf n})
+S^2\boldsymbol\Sigma\cdot(\mathbf n\times\dot{\mathbf n}).
\end{equation}
Finally, $S^2=(E-1)/(2E)$, $\pi^2=(E-1)(E+1)$ and $\mathbf n\times\dot{\mathbf n}=\boldsymbol\pi\times\dot{\boldsymbol\pi}/\pi^2$, so the last term is
\begin{equation}
K_{\rm even}=\frac{\boldsymbol\Sigma\cdot
(\boldsymbol\pi\times\dot{\boldsymbol\pi})}{2E(E+1)} .
\label{eq:keven}
\end{equation}
This is the missing spin term: spin-orbit coupling to the induced electric field. The other part of $K$ is odd, meaning that it couples upper and lower components. Thus making $H$ block diagonal at every instant does not make $H'$ block diagonal. If $\boldsymbol\pi$ moves along a fixed line through the origin, so that $\dot{\boldsymbol\pi}$ is parallel to $\boldsymbol\pi$, the even term vanishes, but an odd term can remain. On a line that misses the origin, as for a linearly polarized field with $\mathbf p$ not parallel to $\mathbf A$, the even term is nonzero whenever the force is.

\section{The half turn in numbers}

In the opening example $\mathbf p=0$ and
$\boldsymbol\pi=P(\cos wt,\sin wt,0)$, with $P=0.75$ and $w=0.01$. Hence $E=\sqrt{1+0.5625}=1.25$, $\sin\theta=0.6$, and $\mathbf n\times\dot{\mathbf n}=w\hat{\mathbf z}$. The even term becomes
\begin{equation}
K_{\rm even}=\frac{E-1}{2E}w\Sigma_z=\tfrac12\Omega_0\Sigma_z,
\qquad \Omega_0=w\left(1-\frac1E\right)=0.002 .
\end{equation}
For an upper-component state with spin up along $z$, $\langle UHU^\dagger\rangle=1.250\,mc^2$ while $\langle H'\rangle=1.251\,mc^2$. The difference is $0.001\,mc^2$, or $0.511$ keV. For spin down $\langle H'\rangle=1.249\,mc^2$. For spin in the plane, both mean values are $1.250\,mc^2$. This last state is the one whose spin visibly turns, so the equality of the means hides a difference in the motion.

The precession rate can be checked without using $K_{\rm even}$. Let $R=e^{-iwt\Sigma_z/2}$. Then $H(t)=RH(0)R^\dagger$, and Eq.~(\ref{eq:generator}) applied to $\phi=R^\dagger\psi$ gives the constant generator
\begin{equation}
M=P\alpha_x+\beta-\tfrac12w\Sigma_z .
\end{equation}
Because $\alpha_x$ anticommutes with both $\beta$ and $\Sigma_z$, while $\beta$ and $\Sigma_z$ commute,
\begin{equation}
M^2=P^2+1+\frac{w^2}{4}-w\beta\Sigma_z .
\end{equation}
The matrix $\beta\Sigma_z$ commutes with $M$ and has eigenvalues $\kappa=\pm1$. The positive eigenvalues of $M$ are therefore
\begin{equation}
\varepsilon_\kappa=\sqrt{P^2+(1-\kappa w/2)^2} .
\end{equation}
Since $\beta\Sigma_z$ also commutes with $U(0)$, $\kappa=\pm1$ labels spin up and down in the upper components. Returning from the rotating frame adds $\kappa w/2$ to the phase rate, so the spin precesses at
\begin{equation}
\Omega=w+\varepsilon_+-\varepsilon_- .
\end{equation}
The printed levels give
\begin{equation}
\Omega=0.01+1.24600361-1.25400359=0.00200002 .
\end{equation}
This is $1.022$ keV in energy units. To compare it with $\Omega_0$, put $f(u)=\sqrt{P^2+(1+u)^2}$. Then $\varepsilon_--\varepsilon_+=f(w/2)-f(-w/2)$, in which even powers of $w$ cancel. With $f'(0)=1/E$ and $f'''(0)=-3P^2/E^5$,
\begin{equation}
\Omega=w\left(1-\frac1E\right)+\frac{P^2w^3}{8E^5}+O(w^5).
\end{equation}
The cubic term is $2.3\times10^{-8}$ and accounts for the small excess over $0.002$.

The propagation lasted $\pi/\Omega_0=1570.8\,\hbar/(mc^2)$, about $2.02\times10^{-18}$ s. The excess in $\Omega$ explains why the angle is $180.002^\circ$ instead of $180^\circ$. These digits belong to the $g=2$ model: the anomalous moment $a=0.00116$ of a real electron adds $aP^2w/E$ to the rate and would raise the angle to about $180.47^\circ$. At the end $\langle\Sigma_x\rangle=-1.000$ in the transformed Dirac solution, whereas propagation with $UHU^\dagger$ alone leaves it at $+1.000$.

A slower field does not rescue the belief. At leading order the spin angle per field period is
\begin{equation}
\frac{2\pi}{w}\Omega_0=2\pi\left(1-\frac1E\right)=72^\circ,
\end{equation}
independent of $w$ at fixed $P$. The term $K$ becomes smaller, but it acts for longer.

The odd part behaves differently. Its strength is $g=\frac12w\sin\theta=0.003$, and it connects levels near $+E$ and $-E$. Neglecting the slow rotation of the coupling and $K_{\rm even}$, a two-level system starting in the upper level reaches a largest lower population
\begin{equation}
\frac{g^2}{E^2+g^2}\simeq\left(\frac{0.003}{1.25}\right)^2
=5.76\times10^{-6}.
\end{equation}
The propagated value is also $5.76\times10^{-6}$. This population falls as $w^2$, while the spin angle per period does not fall. While the field acts, these small components depend on the chosen representation and should not be read as a count of created pairs. Once the field stops, $K=0$ and $\beta E$ alone governs the motion, so any lower population present at that moment stays constant. What remains therefore depends on how the field is switched off.

\section{Which operator measures the energy?}

With zero scalar potential, $H=\boldsymbol\alpha\cdot\boldsymbol\pi+\beta$ is the rest plus kinetic energy. Differentiating its mean value, the terms from $\dot\psi$ cancel because $H$ commutes with itself, leaving
\begin{equation}
\frac{d}{dt}\langle H\rangle=\left\langle\frac{\partial H}{\partial t}\right\rangle
=\langle\boldsymbol\alpha\cdot\dot{\boldsymbol\pi}\rangle .
\end{equation}
Here $\boldsymbol\alpha$ is the Dirac velocity operator and $\dot{\boldsymbol\pi}$ is the force, so the right side is the power. In the new representation this energy is measured by $UHU^\dagger$, while $H'$ generates the motion.

An elliptical pulse with nonzero canonical momentum tests this division of roles. Its duration is $60\,\hbar/(mc^2)$ and its frequency satisfies $\hbar w=0.30\,mc^2$. Throughout the pulse, the change in $\langle UHU^\dagger\rangle$ agrees with the accumulated work to $4\times10^{-10}\,mc^2$. The change in $\langle H'\rangle$ departs from it by as much as $0.019\,mc^2$. When the pulse has ended, $\dot{\boldsymbol\pi}=0$, so $K=0$ and the two means agree again.

The states do not agree again. The squared overlap with the transformed Dirac solution is $1.000$ if $K$ is kept and $0.785$ if it is dropped. The agreement of the two means after the pulse follows from $K=0$ at that instant and says nothing about this accumulated error.

\section{The same physics with a constant U}

A time-dependent potential does not by itself require a time-dependent $U$. Describe the same uniform force by the potential energy $V=-\mathbf F(t)\cdot\mathbf r$, with $\mathbf A=0$. Now $\mathbf p$ is the kinetic momentum, and the free-particle matrix $U(\mathbf p)$ has no explicit time dependence. Its extra term is zero.

The spin coupling must then come from $UVU^\dagger$. In momentum space $\mathbf r=i\nabla_p$, and the product rule gives
\begin{equation}
U(-i\mathbf F\cdot\nabla_p)U^\dagger\chi
=-i\mathbf F\cdot\nabla_p\chi
-iU(\mathbf F\cdot\nabla_pU^\dagger)\chi .
\end{equation}
In the earlier gauge, $\dot U^\dagger=(\dot{\boldsymbol\pi}\cdot\nabla_\pi)U^\dagger$ with $\dot{\boldsymbol\pi}=\mathbf F$. Hence
\begin{equation}
K=-iU(\mathbf F\cdot\nabla_\pi)U^\dagger ,
\end{equation}
which is the last operator above with $\mathbf p$ as the kinetic momentum. Changing gauge has moved the spin-orbit term from $K$ into the transformed potential. The split between $UHU^\dagger$ and $K$ depends on the gauge. In the length gauge $H$ also contains $V$, so its mean value is no longer the kinetic plus rest energy.

\section{Nonuniform fields and the expansion in 1/m}

For general potentials, restore $m$ and write $H=\beta m+V+O$, where $O=\boldsymbol\alpha\cdot\boldsymbol\pi$ is odd and $V$ is even. Take $U=e^X$ with $X=\beta O/(2m)$, and hold the fields and their rates of change fixed as $m$ grows. The needed commutators are
\begin{equation}
[X,\beta m]=-O,\qquad [X,O]=\frac{\beta O^2}{m},\qquad
[X,V]=\frac{\beta[O,V]}{2m}.
\end{equation}
The first cancels the leading odd term. The even kinetic terms combine as
$\beta O^2/m-\beta O^2/(2m)=\beta O^2/(2m)$. For the potential,
\begin{equation}
\tfrac12[X,[X,V]]=\frac{1}{8m^2}\big[\beta O,\beta[O,V]\big]
=-\frac{1}{8m^2}[O,[O,V]],
\end{equation}
because moving $\beta$ past an odd operator changes the sign.

Next expand $U^\dagger=1-X+\frac12X^2+\ldots$. Through second order in $1/m$,
\begin{equation}
U\dot U^\dagger=-\dot X+\tfrac12(X\dot X+\dot XX)-X\dot X
=-\dot X-\tfrac12[X,\dot X].
\end{equation}
Since $[X,\dot X]=-[O,\dot O]/(4m^2)$,
\begin{equation}
K=\frac{i\beta\dot O}{2m}-\frac{i}{8m^2}[O,\dot O]+O(m^{-3}).
\end{equation}
The even part of $H'$ through $1/m^2$ is thus
\begin{equation}
\beta m+V+\frac{\beta O^2}{2m}
-\frac{1}{8m^2}\big[O,[O,V]+i\dot O\big].
\label{eq:expansion}
\end{equation}
The remaining odd terms are of order $1/m$. Removing them changes the even part by their square divided by $m$, hence from order $1/m^3$.

Now $[O,V]=-i\boldsymbol\alpha\cdot\nabla V$ and $i\dot O=-iq\boldsymbol\alpha\cdot\partial_t\mathbf A$. Their sum is $i\boldsymbol\alpha\cdot\mathbf F$, where
\begin{equation}
\mathbf F=-\nabla V-q\frac{\partial\mathbf A}{\partial t}
\end{equation}
is the full electric force. Using the product rule for $\alpha_i\alpha_j$ and $\boldsymbol\pi\cdot\mathbf F-\mathbf F\cdot\boldsymbol\pi=-i\nabla\cdot\mathbf F$, the last term of Eq.~(\ref{eq:expansion}) becomes
\begin{equation}
\frac{1}{8m^2}\left\{-\nabla\cdot\mathbf F+
\boldsymbol\Sigma\cdot(\boldsymbol\pi\times\mathbf F
-\mathbf F\times\boldsymbol\pi)\right\}.
\end{equation}
These are the Darwin and spin-orbit terms. Without $K$, $\mathbf F$ would be replaced by $-\nabla V$, which changes under a gauge transformation although the electric field does not.

For the rotating field this expansion gives $\Omega=P^2w/2=0.0028$, about $41\%$ above the exact $0.0020$. The second-order formula needs $P^2\ll1$, whereas here $P^2=0.56$. Its error is one of truncation; dropping $K$ removes the precession altogether.

A purely scalar, time-dependent potential shows where the extra term can return. With $\mathbf A=0$, $O$ is constant and the first step has $K=0$. The remaining odd term begins with $\beta[O,V]/(2m)$, so the next step has $X_2=[O,V]/(4m^2)$ at leading order. Its extra term begins with
\begin{equation}
i\dot X_2=\frac{i}{4m^2}[O,\dot V],
\end{equation}
which is nonzero when $\nabla\dot V\neq0$. The criterion at each step is therefore whether the transformation used there changes in time. The numerical output gives the values for both fields and the check of the expansion.

\section*{Computed values}
\begin{verbatim}
ROTATING FIELD
kinetic momentum P = 0.75 mc
field quantum hbar w = 0.010 mc^2
force P w = 0.0075 m^2c^3/hbar
energy E = 1.2500 mc^2
spin up: <U H U^dagger> = 1.250000 mc^2
spin up: <H'> = 1.251000 mc^2
spin down: <U H U^dagger> = 1.250000 mc^2
spin down: <H'> = 1.249000 mc^2
spin in-plane: <U H U^dagger> = 1.250000 mc^2
spin in-plane: <H'> = 1.250000 mc^2
<K>, spin up = 0.001000 mc^2
<K>, spin up = 0.5110 keV
quasienergy eps+ = 1.24600361 mc^2
quasienergy eps- = 1.25400359 mc^2
hbar Omega, exact = 0.002000023 mc^2
hbar Omega, w(1-1/E) = 0.002000000 mc^2
hbar Omega, 1/m^2 expansion = 0.0028125 mc^2
hbar Omega, exact = 1.0220 keV
half-turn time = 1570.80 hbar/mc^2
half-turn time = 2.0233e-18 s
field periods in half turn = 2.500
propagated spin angle = 180.0021 degrees
final <Sigma_x>, Dirac solution = -1.000000
final <Sigma_x>, U H U^dagger only = 1.000000
odd coupling = 0.00300 mc^2
largest lower population = 5.760e-06
estimated lower population = 5.760e-06
ELLIPTICAL PULSE
duration = 60.0 hbar/mc^2
hbar w = 0.30 mc^2
peak qA scale = 0.80 mc
fidelity with K = 1.00000000
fidelity without K = 0.784947
largest |change <UHU^dagger> - work| = 4.0e-10 mc^2
largest |change <H'> - work| = 0.01913 mc^2
EXPANSION
remainder ratio on doubling m = 7.960
\end{verbatim}
